\section*{Titanium Oxidation State in TiCl4 from Localised Orbitals and Partial Charge}

\section{Two bonds that can be seen through}

Take a metal M bound to two equivalent ligands, 1 and 2. M brings two valence electrons and each ligand brings one, so there are two electron pairs. Let $l_1,l_2$ be orthonormal ligand orbitals and $m_1,m_2$ orthonormal hybrids on M, with all overlaps between atoms set to zero. The bonds are
\begin{equation}
 b_k=\sqrt{1-q}\;l_k+\sqrt{q}\;m_k ,\qquad k=1,2,
\end{equation}
where $q$ is the share of each bond on M. M holds $2\cdot 2q=4q$ electrons, so its partial charge, in units of $e$, is
\begin{equation}
 Q=2-4q .
\end{equation}
The oxidation state answers another question: what charge remains if each pair goes undivided to the atom with the larger share? For $q<1/2$ both pairs go to the ligands and M is $+2$, whatever the value of $q$. With $q=0.2$ the partial charge is $1.2$, and rounding it would give $+1$. The first naive scheme, rounding a computed charge, fails because sharing changes $Q$ continuously while ownership has not changed.

A second naive scheme counts the orbitals that a mean-field calculation delivers. Here symmetry makes them
\begin{equation}
 g=\frac{b_1+b_2}{\sqrt2},\qquad u=\frac{b_1-b_2}{\sqrt2}.
\end{equation}
Each has share $q$ on M and $(1-q)/2$ on each ligand. For $0<q<1/2$ no atom has a majority of either orbital. M still appears to own nothing, but neither do the ligands, and four electrons are missing from the account. The determinant built from $g,u$ is the same state as the one built from $b_1,b_2$. The missing owners are therefore an effect of the chosen orbitals, and a rotation restores them.

The scheme thus needs three parts: atomic shares that add up to one, a rule for choosing the rotation, and a majority count.

\section{Shares that add up}

Consider a closed-shell single determinant with real orthonormal occupied orbitals, the columns of $C$, in a basis with overlap matrix $S$. Basis functions are a poor ledger, since a diffuse function centred on one atom can describe density near its neighbour. Intrinsic atomic orbitals (IAOs) use instead a minimal set of free-atom functions, adapted to the molecule. For Ti these are four $s$, two $p$ and one $d$ shell, 15 functions; for each Cl three $s$ and two $p$ shells, 9 functions.

Let $S_2$ be the overlap matrix of the minimal set and $S_{12}$ the overlap between the two sets. The minimal functions, projected into the main basis, are the columns of $P_{12}=S^{-1}S_{12}$. Projecting the occupied orbitals into the minimal set and back gives
\begin{equation}
 \tilde C=\mathrm{orth}\!\left(P_{12}S_2^{-1}S_{12}^{T}C\right),
\end{equation}
where orth means orthonormalisation in the metric $S$. With the projectors $O=CC^TS$ and $\tilde O=\tilde C\tilde C^TS$, form
\begin{equation}
 A=\left[O\tilde O+(1-O)(1-\tilde O)\right]P_{12}. \label{iao}
\end{equation}
The span of $A$ contains every occupied orbital. To see this, note that each column $\tilde c$ of $\tilde C$ is a combination of columns of $P_{12}$, and that $\tilde O\tilde c=\tilde c$. The bracket therefore turns $\tilde c$ into $O\tilde c$. Together these vectors form $C(C^TS\tilde C)$, which spans the occupied space if the square matrix $C^TS\tilde C$ is invertible. This fails only if some occupied orbital combination is orthogonal to all of $\tilde C$, that is, if the minimal set cannot describe it.

The columns of $A$ are made orthonormal symmetrically, $A\to A(A^TSA)^{-1/2}$, which keeps the link between each column and its parent atom. The orbitals then have coefficients $W=A^TSC$ with $W^TW=1$. Let $W_X$ be the rows of $W$ that belong to atom $X$, and define
\begin{equation}
 P^X=W_X^TW_X,\qquad \sum_X P^X=W^TW=1 .
\end{equation}
The diagonal element $P^X_{ii}$ is the share of orbital $i$ on $X$. It lies between 0 and 1, and the shares of one orbital sum to one.

A rotation of the occupied orbitals, $C'=CU$ with $U^TU=1$, leaves $C'C'^T=CUU^TC^T=CC^T$ unchanged. It turns $P^X$ into $U^TP^XU$, whose trace is the same. With nuclear charge $Z_X$ and two electrons per orbital, the partial charge
\begin{equation}
 Q_X=Z_X-2\sum_iP^X_{ii} \label{charge}
\end{equation}
therefore cannot depend on localisation. Ownership of single orbitals can.

\section{Choosing the rotation}

Since the shares of an orbital are nonnegative and sum to one, the sum of their squares is at most one, and it equals one only if the orbital sits on a single atom. The Pipek--Mezey rule therefore maximises
\begin{equation}
 L=\sum_X\sum_i\left(P^X_{ii}\right)^2\le n_{\rm occ}.
\end{equation}

The maximum is approached by rotating two orbitals at a time,
\begin{equation}
 i'=\cos\theta\; i+\sin\theta\; j,\qquad j'=-\sin\theta\; i+\cos\theta\; j .
\end{equation}
For each atom write $s=(P_{ii}+P_{jj})/2$, $d=(P_{ii}-P_{jj})/2$ and $p=P_{ij}$, with the atom label understood. Then
\begin{align}
 P_{i'i'}&=\cos^2\!\theta\,P_{ii}+\sin^2\!\theta\,P_{jj}+2\sin\theta\cos\theta\,P_{ij}\nonumber\\
 &=s+d\cos2\theta+p\sin2\theta,\\
 P_{j'j'}&=s-d\cos2\theta-p\sin2\theta .
\end{align}
In the sum of the two squares the cross terms cancel, leaving $2s^2+2(d\cos2\theta+p\sin2\theta)^2$. At $\theta=0$ this is $2s^2+2d^2$. Using $2\cos^2x=1+\cos2x$, $2\sin^2x=1-\cos2x$ and $2\sin x\cos x=\sin2x$ with $x=2\theta$, the gain in $L$ is
\begin{align}
 \Delta L&=\sum_X\left[d^2(1+\cos4\theta)+p^2(1-\cos4\theta)+2dp\sin4\theta-2d^2\right]\nonumber\\
 &=a(1-\cos4\theta)+b\sin4\theta,\\
 a&=\sum_X(p^2-d^2),\qquad b=2\sum_Xpd .
\end{align}
The part that varies, $-a\cos4\theta+b\sin4\theta$, is the scalar product of $(-a,b)$ with the unit vector $(\cos4\theta,\sin4\theta)$. It is largest when the two are parallel:
\begin{equation}
 \theta=\tfrac14\,\mathrm{atan2}(b,-a),\qquad \Delta L_{\max}=a+\sqrt{a^2+b^2}\ge0. \label{angle}
\end{equation}

In the opening model the pair $g,u$ has $d=0$ on every atom. The off-diagonal element $p$ is $(1-q)/2$ on ligand 1, $-(1-q)/2$ on ligand 2, and $(q-q)/2=0$ on M. Hence $a=(1-q)^2/2$, $b=0$, $\theta=\pi/4$ and $\Delta L=(1-q)^2$. The rotation by $45^\circ$ returns $b_1$ and, up to sign, $b_2$.

Pairs without a common orbital can be rotated together: the new diagonal elements of one pair involve only its own $2\times2$ block, so the gains add. A sweep visits every pair once. Because $L$ never falls and is bounded, the gains must tend to zero. This gives an orbital set that no single pair rotation improves appreciably; it does not prove a global maximum, so a second start from random orbitals is needed as evidence.

\section{Counting, and what the count discards}

Give both electrons of orbital $i$ to atom $X$ if $P^X_{ii}>t$. If $N_X$ orbitals pass, the oxidation state is
\begin{equation}
 \mathrm{OS}_X=Z_X-2N_X .
\end{equation}
For $t\ge1/2$ two atoms cannot both pass, since their shares would exceed one. If in addition every orbital has an owner, then $\sum_XN_X=n_{\rm occ}$ and the oxidation states sum to the charge of the molecule.

Write $q_i$ for the share on the metal. Subtracting Eq.~(\ref{charge}) gives
\begin{align}
 \mathrm{OS}-Q&=2\sum_iq_i-2N\nonumber\\
 &=2\sum_{\rm not\ counted}q_i-2\sum_{\rm counted}(1-q_i), \label{contrast}
\end{align}
because $N$ is a sum of ones over the counted orbitals. The first term is density on the metal in orbitals assigned to ligands. The second is density off the metal in orbitals assigned to it. The count rounds both away, so there is no reason for $Q$ to approach the oxidation state unless both are small or they cancel.

\section{TiCl$_4$}

The molecule is treated by restricted Hartree--Fock theory with density fitting in the def2-SVP basis. A three-point scan of the tetrahedral bond length puts the energy minimum at 2.17~\AA. There are 45 occupied orbitals.

The canonical orbitals show the fault of the second naive scheme. The density of a nondegenerate orbital is unchanged by every symmetry operation of the tetrahedron, so its four Cl shares are equal and none exceeds $1/4$. The two nondegenerate valence orbitals have largest shares on any atom of 0.21 and 0.23, so neither has an owner. Degenerate orbitals can be mixed freely among themselves, and their individual shares have no fixed meaning.

The values quoted next for the canonical orbitals therefore depend on how the degenerate ones happen to be mixed. For the pair with the largest available gain, Eq.~(\ref{angle}) gives $\theta=0.529$~rad and a gain of 0.494615. Explicit rotation of the two orbitals over a fine grid of angles gives the same largest gain to all printed digits. Localisation raises $L$ from 21.92 for these canonical orbitals to 42.81, against the bound of 45. A random start ends at the same value.

Nine localised orbitals have Ti shares that print as 1.0000. The others fall into groups: four with 0.186, eight with 0.057, and 24 with less. At $t=1/2$,
\begin{equation}
 \mathrm{OS}_{\rm Ti}=22-2\cdot9=+4,\qquad \mathrm{OS}_{\rm Cl}=17-2\cdot9=-1 .
\end{equation}
All $9+4\cdot9=45$ orbitals have an owner, and $4-4\cdot1=0$ is the charge of the molecule. Nine pairs are what Ti needs to fill its shells up to $3s$ and $3p$, so no $3d$ or $4s$ pair is left to it. One orbital of the first group and two of the second per chlorine would fit one $\sigma$ bond and two $\pi$-type lone pairs. That reading is a conjecture from the numbers, since the shares do not show the shapes of the orbitals.

The threshold can lie anywhere from 0.19 to almost 1 without changing the $+4$. Below that window the count breaks down. At $t=0.10$ the four orbitals of the first group are also counted, and the result is $22-2\cdot13=-4$. At $t=0.05$ the next eight join them and it becomes $22-2\cdot21=-20$. The upper edge of the window is not evidence about the chemistry. The four Cl atoms have only 36 IAOs, so any 45 occupied orbitals contain at least $45-36=9$ combinations with no Cl coefficient, that is, with Ti share exactly 1. The information lies in the lower edge: the largest remaining share, 0.186, is far below $1/2$. L\"owdin shares, introduced below, carry no such constraint; for the same orbitals the smallest counted one is 0.995 and the largest uncounted one 0.29.

\section{The partial charge beside it}

The IAO charge of Ti is $1.53\,e$. Equation~(\ref{contrast}) accounts for the difference from 4. The nine counted orbitals leak nothing at the printed precision, and the rest place 2.47 electrons on Ti:
\begin{equation}
 \underbrace{2\cdot4\cdot0.1861}_{1.49}+\underbrace{2\cdot8\cdot0.0567}_{0.91}+0.07=2.47,
\end{equation}
where 0.07 is the remainder from the other 24 orbitals. More than a third of the discarded density thus comes from the eight orbitals with small individual shares.

Other definitions of charge give other numbers for the same density matrix $D$. Mulliken's charge subtracts from $Z$ the diagonal elements of $DS$ on the atom and gives $0.92\,e$. L\"owdin's uses those of $S^{1/2}DS^{1/2}$ and gives $-0.10\,e$. Rounding the three charges yields $+2$, $+1$ and $0$. Yet L\"owdin shares of the same localised orbitals, counted at $t=1/2$, still give $+4$. By Eq.~(\ref{contrast}) the count then discards a net $4-(-0.10)=4.10$ electrons on Ti. They lie in minority shares, none of which changes an owner.

Adding diffuse functions (def2-SVPD) at fixed geometry moves the L\"owdin charge by $0.74\,e$ to $0.63\,e$ and the Mulliken charge by $0.66\,e$ to $1.58\,e$. The IAO charge moves by $0.06\,e$ to $1.60\,e$. The IAO charge is the least sensitive of the three, but it is not converged to the digits shown: def2-TZVP at the same geometry gives $1.70\,e$, a shift of $0.17\,e$. It also depends on the chosen minimal set. Adding a third $p$ shell on Ti lowers it from $1.53\,e$ to $0.33\,e$ in def2-SVP, while $P^{\rm Ti}$ keeps nine unit eigenvalues and the next is 0.30. The count remains $+4$.

Replacing Hartree--Fock by the PBE0 functional, again at fixed geometry, lowers the IAO charge to $1.11\,e$. This shift of $0.43\,e$ indicates how much the charge depends on the treatment of exchange and correlation; it is not an error relative to an exact value. The largest uncounted share rises only to 0.198, and the oxidation state stays at $+4$.

The localisation rule can be changed too. Boys localisation minimises the total spread $\sum_i(\langle r^2\rangle_i-|\langle\mathbf r\rangle_i|^2)$. The first term is a trace and does not change under rotation, so the rule maximises $\sum_i|\langle\mathbf r\rangle_i|^2$. This is again a sum of squared diagonal elements, now of the matrices of $x$, $y$ and $z$, and Eq.~(\ref{angle}) applies unchanged. Started from slightly perturbed Pipek--Mezey orbitals, the search ends at $+4$, with a largest uncounted share of 0.185; this share may depend on the start. The search took 155 sweeps, against 5 and 6 for the two Pipek--Mezey runs, from a local and a random start, on the same determinant; the cause was not examined.

\section{A case with a metal electron}

A scheme that returned $+4$ for every titanium chloride would be useless. Planar TiCl$_3$, with the bond length held at 2.17~\AA, has one unpaired electron. In unrestricted Hartree--Fock theory the two spins have separate orbitals, each holding one electron, so the factor 2 in the count becomes 1. Ti owns ten orbitals of one spin and nine of the other:
\begin{equation}
 \mathrm{OS}_{\rm Ti}=22-10-9=+3 .
\end{equation}
The smallest counted share for the majority spin prints as 1.0000, but this is again forced by dimension: with 27 Cl IAOs, 37 and 36 occupied orbitals contain at least 10 and 9 combinations of pure Ti share. The IAO count therefore shows only that no further orbital passes the threshold. That the extra orbital is really on Ti is supported by L\"owdin shares, which are at least 0.99 throughout this ten-dimensional space. The charges below belong to the solution with the electron mainly in $d_{z^2}$. Placing it in an out-of-plane $d$ orbital raises the energy by 0.012 hartree and the IAO charge to $1.62\,e$; other placements were not examined.

The IAO charge does not follow. It is $1.55\,e$ in TiCl$_3$ and $1.53\,e$ in TiCl$_4$, so it rises slightly while the oxidation state falls by one. The one-electron form of Eq.~(\ref{contrast}) shows the compensation. The net density discarded by the count is $3-1.55=1.45$ electrons in TiCl$_3$, against 2.47 in TiCl$_4$. Ti has gained one electron of its own and lost about one electron of ligand-assigned density. In this pair of calculations the IAO charge alone would not reveal the reduction of the metal; the near-equality is particular to this minimal set, but the charge also rises from TiCl$_4$ to TiCl$_3$ with a third $p$ shell on Ti ($0.33$ to $0.58\,e$), with Mulliken's definition ($0.92$ to $1.04\,e$) and with L\"owdin's ($-0.10$ to $0.21\,e$).

\section{Where the assignment stops being meaningful}

The opening model shows the main failure. As $q$ passes through $1/2$, the charge $Q=2-4q$ passes smoothly through zero, but both pairs change owner and the oxidation state jumps from $+2$ to $-2$. At $q=1/2$ there is no majority at all. Near that point a small change of basis, functional or geometry can decide the answer, and the honest result is that the bond is shared. The shares next to the threshold should therefore be reported with the integer. An orbital that stays spread over three or more atoms after localisation may also lack an owner, and then the oxidation states no longer sum to the molecular charge. If one determinant is a poor description of the state, there is no single set of doubly occupied orbitals to count.

TiCl$_4$ is a volatile precursor for titanium oxide and nitride films. The computed bond length agrees with the real one, roughly 2.2~\AA, and 500~K is a rough temperature for depositing the oxide; nitride deposition is usually hotter. The calculation holds the nuclei still, whereas the real molecule vibrates. For the breathing mode all four Cl atoms move by the same $x$, so the mass is $M=4m_{\rm Cl}$. With the curvature $k$ of the energy scan and $\omega=\sqrt{k/M}$, the harmonic oscillator gives
\begin{equation}
 \langle x^2\rangle=\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2k_BT},
\end{equation}
an rms change of 0.024~\AA. The IAO charge grows with bond length by $1.29\,e$ per \AA{} over the scan, so one rms stretch changes it by $0.03\,e$. This is small beside the $0.43\,e$ shift between Hartree--Fock and PBE0. At 2.24~\AA, almost three rms amplitudes out, the count is still $+4$. Other vibrations and relativity are left out. So is a chemical change that occurs in a reactor, the exchange of Cl for surface groups. Its effect on the charge has not been sized, and a surface species needs its own shares and its own count. The values of the main calculation are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Ti-Cl bond length, RHF/def2-SVP: 2.1705 angstrom
RHF energy: -2685.948924 hartree
basis functions, occupied orbitals: 103, 45
L canonical, localised: 21.9211, 42.8061
sweeps, local start: 5
test pair angle: 0.52859 rad
test pair gain, formula and scan: 0.494615, 0.494615
nondegenerate canonical valence orbitals, largest atom share: [0.213, 0.2337]
Ti shares of counted orbitals: [1.0, 1.0, 1.0, 1.0, 1.0, 1.0, 1.0, 1.0, 1.0]
12 largest uncounted Ti shares, first 4: [0.1861, 0.1861, 0.1861, 0.1861]
  next 8: [0.0567, 0.0567, 0.0567, 0.0567, 0.0567, 0.0567, 0.0567, 0.0567]
threshold window for +4: 0.1861 to 1.0000
threshold 0.02: Ti count result -20
threshold 0.05: Ti count result -20
threshold 0.10: Ti count result -4
threshold 0.20: Ti count result +4
threshold 0.30: Ti count result +4
threshold 0.50: Ti count result +4
threshold 0.60: Ti count result +4
threshold 0.90: Ti count result +4
Ti majority orbitals: 9
oxidation states Ti, Cl: +4, [-1, -1, -1, -1]
Ti charge IAO: 1.5348 e
Ti charge Lowdin: -0.1039 e
Ti charge Mulliken: 0.9216 e
ligand-assigned electrons on Ti: 2.4652
metal-assigned electrons off Ti: 0.0000
OS minus IAO charge: 2.4652
random start: L 42.8061, sweeps 6, OS +4
Boys: sweeps 155, OS +4, largest uncounted share 0.1848
Lowdin shares of same orbitals: OS +4
PBE0: IAO charge 1.1091 e, OS +4
PBE0 largest uncounted share: 0.1977
def2-SVPD: IAO charge 1.5985 e, OS +4
def2-SVPD Lowdin, Mulliken charges: 0.6332, 1.5828 e
temperature: 500 K
rms breathing change of bond length: 0.0241 angstrom
IAO charge slope with bond length: 1.2879 e/angstrom
IAO charge change for one rms stretch: 0.0311 e
stretched bond 2.24 angstrom: OS +4
TiCl3 Ti spin orbitals alpha, beta: 10, 9
TiCl3 OS: +3
TiCl3 Ti charge IAO: 1.5542 e
TiCl3 weakest counted alpha share: 1.0000
\end{verbatim}
